# Convergence of the energy Taylor series for the muffin-tin slope matrix, part 1

(Sections cited here and not found follow in the second part.)

A self-consistent calculation for indium phosphide with exact muffin-tin orbitals needs the Green function over a wide range of energies. The valence bands span roughly 10 eV, the In 4d shell lies just under them, and if the In 4p shell is treated as band states the range reaches down roughly 70 to 80 eV below the top of the valence band. At each energy and each Bloch vector the method matches partial waves inside the atomic spheres to solutions of the wave equation between them. Everything the lattice contributes to this matching is contained in one object, the slope matrix $S$. It does not depend on the atomic potentials, so one computes it and a few of its energy derivatives once, at one energy, and evaluates a Taylor polynomial wherever $S$ is needed.

A tempting belief in support of this procedure runs as follows. The bare structure constants are violently energy dependent because they have poles at the free-electron energies. Screening with hard spheres removes those poles. What remains is a smooth, slowly varying function, smoothest of all at negative energies where every wave decays. A polynomial of fourth to sixth order about one energy is therefore safe over any window of occupied states, and safer the deeper one goes.

The statements about the removed poles and about smoothness at negative energies are correct. The conclusion is false, and for a centre near zero kinetic energy it fails most badly at the deep energies where it feels most secure.

## The slope matrix in closed form

Hartree atomic units are used. Between the spheres the potential is a constant $v_0$, and the wave equation is $(\nabla^2+\kappa^2)\psi=0$ with $\kappa^2=2(\varepsilon-v_0)$. Lengths are measured in the Wigner–Seitz radius $w$, so the energy variable is the dimensionless $z=(\kappa w)^2$, and $\varepsilon-v_0=z/(2w^2)$. Non-overlapping spheres of radius $a$ sit on the sites $\mathbf R$ of an infinite lattice with one site per cell of volume $\Omega$. The $Y_L$, $L=(l,m)$, are real spherical harmonics. Channels with $l\le l_{\max}$ are called active; there are $n_A=(l_{\max}+1)^2$ of them.

At Bloch vector $\mathbf k$ the screened spherical wave $\psi_L(z,\mathbf r)$ is defined by three conditions. It solves the wave equation between the spheres. Its projection on the active channel $L'$ at the surface of the sphere at the origin is $\psi_{L'L}(a)=\delta_{L'L}$, with the Bloch phase $e^{i\mathbf k\cdot\mathbf R}$ on the other spheres. Its channels with $l>l_{\max}$ continue smoothly into the spheres as regular solutions $j_l(\kappa r)$. The slope matrix is
$$S_{L'L}(z,\mathbf k)=a\,\frac{\partial\psi_{L'L}(r)}{\partial r}\Big|_{r=a^+},$$
with $r$ increasing away from the sphere centre.

To construct $\psi_L$, put a layer of source on every sphere, in the active channels only,
$$\rho(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\sum_{L}\sigma_L\,Y_L(\hat{\mathbf r}_R)\,\delta(r_R-a),\qquad \mathbf r_R=\mathbf r-\mathbf R,$$
and solve $(-\nabla^2-z)u=\rho$ in all space. Let $\mathbf q=\mathbf k+\mathbf G$. The expansion $e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_L i^l j_l(qr)Y_L(\hat{\mathbf q})Y_L(\hat{\mathbf r})$ gives the Fourier coefficient of the source over one cell,
$$\hat\rho(\mathbf q)=4\pi a^2\sum_L F_L^*(\mathbf q)\,\sigma_L,\qquad F_L(\mathbf q)=i^l j_l(qa)Y_L(\hat{\mathbf q}),$$
where $a^2$ comes from the surface element. Since $-\nabla^2$ multiplies each plane wave by $q^2$, the solution is $u=\Omega^{-1}\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\hat\rho(\mathbf q)/(q^2-z)$. Projecting on $Y_{L'}$ at $r=a$ turns each plane wave into $4\pi F_{L'}$, so
$$u_{L'}(a)=\sum_L M_{L'L}\sigma_L,\qquad M_{L'L}(z)=\frac{(4\pi)^2a^2}{\Omega}\sum_{\mathbf q}\frac{F_{L'}(\mathbf q)F_L^*(\mathbf q)}{q^2-z}.$$
Each $j_l(qa)$ falls like $1/q$, the terms fall like $q^{-4}$, and the sum converges absolutely. For real $z$, $M$ is Hermitian.

In channel $L'$ the equation near the sphere at the origin is $-u_{L'}''-\frac2r u_{L'}'+\left[\frac{l'(l'+1)}{r^2}-z\right]u_{L'}=\sigma_{L'}\delta(r-a)$. Integrating across $r=a$, where $u_{L'}$ is continuous, leaves $u'_{L'}(a^+)-u'_{L'}(a^-)=-\sigma_{L'}$. The high channels carry no source and pass smoothly, as required. Inside the sphere $u_{L'}$ is source-free and regular, hence proportional to $j_{l'}(\kappa r)$, so $a\,u'_{L'}(a^-)=D_{l'}u_{L'}(a)$ with $D_l=\kappa a\,j_l'(\kappa a)/j_l(\kappa a)$. Choosing $\sigma=M^{-1}e_L$, where $e_L$ is the unit vector of channel $L$, makes $u_{L'}(a)=\delta_{L'L}$, and then $u=\psi_L$ outside. The outer slope is the inner slope plus the jump:
$$S(z)=D(z)-a\,M(z)^{-1}.$$

A single sphere with $l_{\max}=0$ tests the signs. The outgoing Green function has the $s$ part $i\kappa\,j_0(\kappa r_<)h_0(\kappa r_>)Y_0Y_0$ with $h_0(x)=-ie^{ix}/x$. With $x=\kappa a$ this gives $M=a^2\cdot\frac{\sin x}{x}\cdot\frac{e^{ix}}{a}$, so $a/M=x e^{-ix}/\sin x=x\cot x-ix$. Since $D_0=x\cot x-1$, the result is $S=-1+ix$. At negative energy $\kappa=i\gamma$ and $S=-1-\gamma a$, which is the slope of $a\,e^{-\gamma(r-a)}/r$. The poles of $\cot x$ have cancelled between the two terms.

## What is right in the belief

The matrix $M$ has a pole at every free-electron energy $q^2$, and $S$ contains only $M^{-1}$. For one channel, if $M\approx\alpha/(q^2-z)$ then $M^{-1}\approx(q^2-z)/\alpha$, a simple zero. The lowest free-electron pole, at $z=k^2$, sweeps down to $z=0$ as $\mathbf k\to0$, so the unscreened problem has no Taylor series about $z=0$ that holds for all $\mathbf k$, whereas the screened one has.

This can be seen in numbers. The Fourier coefficient of index $-1$ of a function sampled on a circle $|z|=r$ equals the sum of the enclosed residues divided by $r$. For the lattice of the example below (bcc, $a=0.7$, $l_{\max}=2$), at $\mathbf k=(0.31,0.17,0.07)\,2\pi/c$ with $c$ the cube edge, on a circle about $z=0$ that encloses $k^2$, the largest element of this coefficient was computed as $1.0\times10^{-1}$ for $M$ and $2.4\times10^{-7}$ for $S$. The second number has the size of the discretization error: a 64-point sum cannot tell index $-1$ from index 63, and on this circle, of radius 0.8 times the distance to the nearest singularity of $S$ over the zone, the Taylor term of order 63 carries at most the factor $0.8^{63}\approx8\times10^{-7}$. Screening does what it promises. It does not leave $S$ without singularities, however, because $M^{-1}$ has poles where $\det M$ vanishes.

## The poles of $S$ are the levels of the hard-sphere solid

Call the exterior space the set of Bloch functions that live between the spheres in all channels and inside the spheres in the high channels only, with the scalar product $\langle v|u\rangle$ taken over that domain in one cell. The waves $\psi_L$ belong to it. Take two such functions whose high channels are smooth across $r=a$, and apply Green's second identity in two pieces. For the interstitial part of the cell, the contributions of opposite cell faces cancel because $v^*u$ is periodic, and the normal on the sphere points inward, giving $-a^2\sum_{\text{all }L}(v_L^*u_L'-v_L'^*u_L)$. For the interior of the sphere the normal points outward, giving $+a^2$ times the same sum over the high channels. The high channels cancel, and
$$\langle v|\nabla^2u\rangle-\langle\nabla^2v|u\rangle=-a^2\sum_{L\ \text{active}}\left(v_L^*u_L'-v_L'^*u_L\right)_{r=a^+}.\tag{1}$$

First use (1) with $u=\psi_L(z)$ and $v=\psi_{L'}(z')$. The left side is $(-z+z'^*)\langle\psi_{L'}(z')|\psi_L(z)\rangle$. On the right, $v_{L''}=\delta_{L''L'}$, $u'_{L''}=S_{L''L}(z)/a$, $u_{L''}=\delta_{L''L}$ and $v'_{L''}=S_{L''L'}(z')/a$, so the right side is $-a[S_{L'L}(z)-S_{LL'}(z')^*]$. Setting $z'=z^*$ makes the left side zero and shows $S(z^*)^\dagger=S(z)$. Using this, and writing $\omega=z'^*$,
$$a\,[S(z)-S(\omega)]_{L'L}=(z-\omega)\,\langle\psi_{L'}(\omega^*)|\psi_L(z)\rangle.\tag{2}$$
For real energies the limit $\omega\to z$ gives $a\,dS/dz=\langle\psi|\psi\rangle$: the energy derivative of the slope matrix is the overlap matrix of the screened waves, and it is positive definite. For the single sphere, $S=-1-a\gamma$ with $z=-\gamma^2$ has $a\,dS/dz=a^2/(2\gamma)$, and indeed $\int_a^\infty a^2e^{-2\gamma(r-a)}dr=a^2/(2\gamma)$.

In the lattice this was tested at $z=3$ and the $\mathbf k$ above. The left side was a central difference of $S$. The right side was the Parseval norm $\Omega^{-1}\sum_{\mathbf q}|\hat\rho|^2/(q^2-z)^2$ of $u$ over the whole cell, less the interior norm $\int_0^a[j_l(\kappa r)/j_l(\kappa a)]^2r^2dr$ of the one active channel that is non-zero on the sphere. The two sides, in units of $w^3$, are 0.19689 and 0.19689 for $l=0$, 0.06887 and 0.06886 for $l=1$, $m=0$, and 0.09500 and 0.09500 for $l=2$, $m=0$.

Now define the hard-sphere solid as the operator $H_a=-\nabla^2$ on the exterior space, acting on functions whose active projections vanish at $r=a$. By (1) it is symmetric. It is the self-adjoint operator generated by the quadratic form $\int|\nabla u|^2$ on a bounded cell, so it has a complete orthonormal set of eigenfunctions $\varphi_n$ with discrete real eigenvalues $E_n(\mathbf k)\ge0$. The value zero would need a constant function, which has a non-zero $s$ projection, so $E_n>0$. For $l_{\max}\to\infty$ this is a particle moving among impenetrable spheres.

If $z$ is not an eigenvalue, $\psi_L$ exists and is analytic in $z$. Take any smooth Bloch function $\chi$ with the required surface projections; then $\psi_L=\chi-(H_a-z)^{-1}(-\nabla^2-z)\chi$ solves the wave equation, and the second term has zero active projections. It is unique, because the difference of two solutions would be an eigenfunction. Neither the free-electron energies nor the zeros of $j_l(\kappa a)$ are, barring coincidence, eigenvalues of $H_a$ at a general $\mathbf k$, which proves that $S$ is regular there. At symmetry points a shell of equal $q^2$ can hold more plane waves than there are active channels. A combination with zero active projections is then an eigenfunction of $H_a$, but its active channels, each a multiple of $j_l(qr)$, vanish identically, so it has no active slope and by (3) below gives no pole.

Use (1) again with $v=\varphi_n$, $u=\psi_L(z)$. The left side is $(E_n-z)\langle\varphi_n|\psi_L\rangle$. On the right $v_{L''}=0$, and the remaining term is $+a^2\varphi_{nL}'^*$, where $\varphi'_{nL}$ is the radial derivative of channel $L$ at the surface. Hence $\langle\varphi_n|\psi_L(z)\rangle=a^2\varphi'^*_{nL}/(E_n-z)$. Inserting completeness into (2),
$$S(z)-S(\omega)=\sum_n W_n\frac{z-\omega}{(E_n-\omega)(E_n-z)}=\sum_nW_n\left[\frac1{E_n-z}-\frac1{E_n-\omega}\right],\tag{3}$$
with $(W_n)_{L'L}=a^3\varphi'_{nL'}\varphi'^*_{nL}$. The power is $a^4$ from the two overlaps divided by the $a$ in (2), and the second form follows from $(E_n-\omega)-(E_n-z)=z-\omega$. Each $W_n$ is positive semidefinite. So $S(z,\mathbf k)$ is meromorphic, its poles are real, they lie at the band energies of the hard-sphere solid, and a level is absent only if it has no slope in any active channel. The physical reason is resonance: $\psi_L$ is the response of the cavity between the spheres to a prescribed amplitude on its walls, and it diverges at the eigenfrequencies of the cavity.

The real-space slope matrix is the Brillouin-zone average of $S(z,\mathbf k)$ times a phase. For an on-site diagonal element the average turns the sum over poles into an integral over a positive measure,
$$S(z)-S(\omega)=\int d\mu(E)\left[\frac1{E-z}-\frac1{E-\omega}\right],\qquad d\mu\ge0,\tag{4}$$
and the poles merge into a cut along the hard-sphere continuum, whose bottom is $E_{HS}=\min_{\mathbf k}E_1(\mathbf k)$. A diagonal element at fixed $\mathbf k$ has the same form with a discrete measure.

The levels can be located without solving for $\varphi_n$. In a large finite plane-wave basis let $H_0=\mathrm{diag}(q^2)$ and let $P$ be the $n_A$-row matrix that takes the active projections on the sphere, so that $M=a^2P(H_0-z)^{-1}P^\dagger$. Count the negative eigenvalues of $K=\begin{pmatrix}H_0-z&P^\dagger\\P&0\end{pmatrix}$ in two ways, using Sylvester's law that a congruence $X^\dagger KX$ preserves the count. Eliminating the first block leaves $H_0-z$ and the Schur complement $-M/a^2$, so the count is $N_{\rm free}(z)+n_+(M)$, where $N_{\rm free}$ is the number of $q^2$ below $z$. Alternatively split the basis into the kernel of $P$ and its complement, on which $P$ is an invertible $P_1$ and $H_0-z$ has the block $C$. The block $\begin{pmatrix}C&P_1^\dagger\\P_1&0\end{pmatrix}$ is carried by $X=\begin{pmatrix}1&0\\-\frac12P_1^{-\dagger}C&1\end{pmatrix}$ into the same block with $C=0$, whose eigenvalues are plus and minus the singular values of $P_1$; it has $n_A$ negative ones. Its inverse has a vanishing upper-left block, and the kernel of $P$ couples only to that block, so the Schur complement is just $H_0-z$ restricted to the kernel, with $N_c(z)$ negative eigenvalues. Equating the counts and using $n_++n_-=n_A$,
$$N_c(z)=N_{\rm free}(z)-n_-[M(z)].$$
The constrained problem in all space is $H_a$ together with the decoupled interior levels $j_l(\kappa a)=0$ of the active channels. The lowest of these is $z=(\pi/a)^2$, and it must not be mistaken for a pole of $S$.

The bottom $E_{HS}$ need not lie at $\mathbf k=0$. For impenetrable spheres it does, since replacing a Bloch function by its modulus gives a periodic function with no larger $\int|\nabla u|^2$. At finite $l_{\max}$ the modulus need not satisfy the constraints and the argument fails. With $l_{\max}=0$, $M$ is a scalar that increases with $z$, from $-\infty$ just above one pole to $+\infty$ just below the next. Near a zone face the two lowest $q^2$ nearly coincide, a zero of $M$ is squeezed between them, and $S$ has a pole at essentially the free-electron energy of the zone face. Adding active channels adds constraints and, by the min-max principle applied to the constrained problem, can only raise the levels. The bottom has to be searched for over the zone.

## The radius and the remainder

Take a real centre $\omega<E_{HS}$ and put $t=(z-\omega)/(E-\omega)$. Since $E-z=(E-\omega)(1-t)$, the finite geometric sum gives the exact identity
$$\frac1{E-z}=\sum_{m=0}^N\frac{(z-\omega)^m}{(E-\omega)^{m+1}}+\frac{t^{N+1}}{E-z}.$$
The $m=0$ term cancels the second term in (4), so $S(z)=S(\omega)+\sum_{m=1}^Nc_m(z-\omega)^m+R_N(z)$ with
$$c_m=\int\frac{d\mu(E)}{(E-\omega)^{m+1}},\qquad R_N(z)=\int d\mu(E)\,\frac{t^{N+1}}{E-z}.\tag{5}$$
All $c_m$ are positive; for the full matrix at fixed $\mathbf k$ they are positive semidefinite.

Let $E_*\ge E_{HS}$ be the bottom of the support of $\mu$ for the element considered, and $\mathcal R=E_*-\omega$. Because $1/(E-\omega)\le1/\mathcal R$ under the integral, $c_{m+1}\le c_m/\mathcal R$, so $c_m\le c_1\mathcal R^{1-m}$ and the radius of convergence is at least $\mathcal R$. For any $\delta>0$ the measure $\mu_\delta$ of the interval $[E_*,E_*+\delta]$ is positive, and dropping the rest of the integral gives $c_m\ge\mu_\delta/(\mathcal R+\delta)^{m+1}$; the root test then limits the radius to $\mathcal R+\delta$. The radius is therefore exactly $\mathcal R$, and positivity excludes any lucky cancellation. For an element that couples to the bottom of the lowest band, and hence for the matrix as a whole if the series must hold for all $\mathbf k$, the radius is $E_{HS}-\omega$. Off-diagonal and off-site elements have their singularities on the same set, so their radius is no smaller.

The ratios of coefficients give a practical estimate with a known bias. The Cauchy–Schwarz inequality applied to $(E-\omega)^{-(m+1)/2}$ and $(E-\omega)^{-(m+3)/2}$ gives $c_{m+1}^2\le c_mc_{m+2}$, so $c_m/c_{m+1}$ decreases with $m$. It is bounded below by $\mathcal R$, so it converges, and by the ratio test its limit is the radius. For a diagonal element, a radius read from the ratio of two low-order coefficients is therefore never too small, and it is too large unless $\mu$ is a single pole.

A series in powers of $z-\omega$ converges in a disc and diverges outside it. The disc about $\omega$ reaches up to $E_{HS}$ and down to $2\omega-E_{HS}$. About $\omega=0$ the series diverges for $z<-E_{HS}$, on a part of the axis where (4) shows $S$ to be analytic and monotonic. The function is harmless there and the polynomial is not, in the same way that $1/(1-x)$ equals $1/3$ at $x=-2$ while its series $1-2+4-\dots$ does not. This refutes the belief: smoothness near $z$ says nothing about a series centred elsewhere, whose fate depends on the distance from the centre to the nearest singularity in any direction.

For real $z<E_{HS}$ the remainder has a simple bound. With $\rho=|z-\omega|/(E_{HS}-\omega)$ one has $|t|\le\rho$ on the support, so $|R_N|\le\rho^N\int d\mu\,|t|/(E-z)$. The integrand $t/(E-z)$ has one sign and by (3) integrates to $S(z)-S(\omega)$, so for diagonal elements
$$|R_N(z)|\le\rho^N\,|S(z)-S(\omega)|.\tag{6}$$
When one pole $E_1$ with residue $w_1$ dominates, (5) reduces to
$$R_N(z)\approx\frac{w_1\,t_1^{N+1}}{E_1-z},\qquad t_1=\frac{z-\omega}{E_1-\omega}.\tag{7}$$
For a channel that decouples by symmetry, $M\approx\dot M(E_1)(z-E_1)$ near its zero, so $-a/M\approx(a/\dot M)/(E_1-z)$ and $w_1=a/\dot M(E_1)$.

The poles of the slope matrix lie at levels of the hard-sphere solid, so a Taylor series about a real centre $\omega<E_{HS}$ that must hold for all $\mathbf k$ has radius $E_{HS}-\omega$, however smooth $S$ is at deep energies. It remains to decide how many centres a wide window needs and where to put them, to test this on an InP-like lattice, and to see how errors in $S$ affect the levels and where the result needs care.
